# Primitive-cell and doubled-cell plane-wave spectra at a finite cutoff

## Problem

An electron moves in one dimension with \(H=-\tfrac12\,d^2/dx^2+V(x)\), in Hartree atomic units, and \(V(x+a)=V(x)\). With \(b=2\pi/a\) the Fourier coefficients are
\[
V_m=\frac1a\int_0^a V(x)\,e^{-imbx}\,dx .
\]
One calculation uses the primitive cell at \(k=0\) and at \(k=\pi/a\). Another uses a cell of length \(2a\) with periodic boundary conditions (the \(\Gamma\) point). Both keep the plane waves whose kinetic energy does not exceed \(E_c\).

(a) How are the spectra related at a finite, unconverged \(E_c\)?

(b) Find them for \(V=2U\cos(2\pi x/a)\) with \(a=\pi\) bohr, \(U=0.25\) Ha, \(E_c=3\) Ha.

(c) What changes if \(2W\cos(\pi x/a)\) is added, or if the matrix of \(V\) is computed on a uniform grid?

## A tempting solution

Bloch's theorem gives \(\psi_k=e^{ikx}u_k\) with \(u_k\) of period \(a\), so one expands \(u_k\) in the waves \(e^{iGx}\), \(G=mb\), and keeps \(\tfrac12G^2\le E_c\). In the model \(b=2\) bohr\(^{-1}\), so \(G=-2,0,2\) at either \(k\), and \(V_{\pm1}=U\) are the only nonzero coefficients. At \(k=\pi/a=1\) bohr\(^{-1}\) the full wavevectors are \(k+G=-1,1,3\), and
\[
H'(\pi/a)=\begin{pmatrix}\tfrac12&U&0\\U&\tfrac12&U\\0&U&\tfrac92\end{pmatrix}
\]
has eigenvalues 0.242552, 0.741823 and 4.515625 Ha. The supercell waves have wavevectors \(n\pi/a=n\) with \(\tfrac12n^2\le3\), that is \(n=-2,\dots,2\). Five levels cannot be the union of three and three, so the two calculations would agree only as \(E_c\to\infty\).

## The fault

The entry \(\tfrac92\) exceeds the cutoff of 3 Ha. The kinetic operator acts on the whole function \(e^{i(k+G)x}\) and returns \(\tfrac12(k+G)^2\), so the stated cutoff means \(\tfrac12(k+G)^2\le E_c\), and the attempt applied it to \(G\) alone. The two rules are identical at \(k=0\), but at \(k=\pi/a\) they never select the same set of waves, as the count in (a) shows. The set \(\{-1,1,3\}\) is not even symmetric under \(q\to-q\), although \(k=\pi/a\) and \(k=-\pi/a\) differ by \(b\) and are the same point of the zone. The diagonalization was right, but of a basis the problem did not specify.

## Solution of (a)

**Bases.** The primitive functions are \(\chi_{k,m}=e^{i(k+mb)x}/\sqrt a\) with \(\tfrac12(k+mb)^2\le E_c\). The supercell functions are \(\phi_n=e^{iq_nx}/\sqrt{2a}\), \(q_n=n\pi/a\), with \(\tfrac12q_n^2\le E_c\). For \(n=2m\), \(q_n=mb\); for \(n=2m+1\), \(q_n=\pi/a+mb\). The cutoff depends on \(q\) alone, so the even \(n\) kept are exactly the waves kept at \(k=0\) and the odd \(n\) those kept at \(k=\pi/a\). With \(n_{\max}=\lfloor a\sqrt{2E_c}/\pi\rfloor\), the even integers with \(|n|\le n_{\max}\) number \(2\lfloor n_{\max}/2\rfloor+1\) and the odd ones \(2\lfloor(n_{\max}+1)/2\rfloor\). The second count is even, whereas a set of \(G\) symmetric about \(G=0\) has odd size, so the rule of the attempt mismatches at every finite cutoff.

**Overlap and kinetic energy.** With \(d=n-n'\), \(\frac1{2a}\int_0^{2a}e^{-id\pi x/a}dx=\delta_{d,0}\), because for \(d\ne0\) the integrand runs through \(|d|\) full periods. Since \(-\tfrac12\phi_{n'}''=\tfrac12q_{n'}^2\phi_{n'}\), the kinetic matrix is \(\tfrac12q_n^2\delta_{nn'}\).

**Potential.** Split the integral at \(x=a\), substitute \(x\to x+a\) in the second half, and use \(V(x+a)=V(x)\) and \(e^{-id\pi}=(-1)^d\):
\[
V^S_d=\frac1{2a}\int_0^{2a}V e^{-id\pi x/a}dx
=\frac1{2a}\int_0^{a}V(x)\,e^{-id\pi x/a}\left[1+e^{-id\pi}\right]dx
=\frac{1+(-1)^d}{2}\,\frac1a\int_0^aV e^{-id\pi x/a}dx .
\]
For odd \(d\) the prefactor vanishes. For even \(d\) it is 1, and \(d\pi/a=(d/2)b\) gives \(V^S_d=V_{d/2}\).

**Blocks.** An even and an odd \(n\) differ by an odd \(d\), so they are not coupled. Two indices of equal parity have \(d=2(m-m')\), so their element is \(\tfrac12(k+mb)^2\delta_{mm'}+V_{m-m'}\) with \(k=0\) or \(\pi/a\). The primitive matrix is
\[
H_{mm'}(k)=\tfrac12(k+mb)^2\delta_{mm'}+\frac1a\int_0^a e^{-i(k+mb)x}Ve^{i(k+m'b)x}dx=\tfrac12(k+mb)^2\delta_{mm'}+V_{m-m'},
\]
the same expression on the same index set. Listing even \(n\) first,
\[
H^S=H(0)\oplus H(\pi/a),\qquad \det(E-H^S)=\det[E-H(0)]\,\det[E-H(\pi/a)] .
\]
The supercell spectrum is the union of the two primitive spectra, with multiplicity, at every \(E_c\). Convergence was not used anywhere.

**Symmetry.** Define \((T\psi)(x)=\psi(x+a)\). Then \(T\phi_n=(-1)^n\phi_n\), so the truncated basis is closed under \(T\), and \([T,H^S]_{nn'}=[(-1)^n-(-1)^{n'}]H^S_{nn'}=0\) restates the vanishing of the odd-\(d\) elements. A nondegenerate eigenvector therefore obeys \(\psi(x+a)=\pm\psi(x)\), the Bloch phase \(e^{ika}\). If a level occurs in both blocks, mixtures are also eigenvectors, and the spectrum is unaffected.

**States and density.** An eigenvector \(c_m\) of one block gives \(\psi^S=\sum_mc_me^{i(k+mb)x}/\sqrt{2a}=\psi_k/\sqrt2\). For independent spinless particles, one per primitive cell, the supercell fills its two lowest levels. If these are the lowest of each block, the density is \(\tfrac12(|\psi_0|^2+|\psi_{\pi/a}|^2)\) and the band energy per primitive cell is \(\tfrac12[E_1(0)+E_1(\pi/a)]\), a two-point sampling of the zone and not the zone integral.

**Extensions.** For a separable term \(D\sum_l|\beta_l\rangle\langle\beta_l|\) with \(\beta_l(x)=\beta(x-la)\), the transform \(\tilde\beta_l(q)=\int\beta_le^{-iqx}dx\) over the whole line equals \(e^{-iqla}\tilde\beta(q)\). Write \(l=2s+r\), \(r=0,1\). Since \(e^{2iq_nsa}=1\), the factor \(\tilde\beta_l^*(q_{n'})\) does not depend on \(s\), and the sum over \(s\) of the integrals over \([0,2a]\) assembles the whole-line integral \(\tilde\beta_r(q_n)\). The element is \(\frac{D}{2a}\sum_r\tilde\beta_r(q_n)\tilde\beta_r^*(q_{n'})=\frac D{2a}[1+(-1)^d]\tilde\beta(q_n)\tilde\beta^*(q_{n'})\), which splits in the same way. In more dimensions, \(\mathbf A_1=2\mathbf a_1\) with \(\mathbf A_i\cdot\mathbf B_j=2\pi\delta_{ij}\) gives \(\mathbf B_1=\mathbf b_1/2\) and leaves the other vectors unchanged; the parity of the first index then separates \(\mathbf k=0\) from \(\mathbf k=\mathbf b_1/2\).

## Solution of (b)

Here \(V=U(e^{2ix}+e^{-2ix})\) couples \(n\) to \(n\pm2\) with element \(U\).

The odd block, \(n=\pm1\), has diagonal \(\tfrac12\) and off-diagonal \(U\). The combinations \((\phi_1\pm\phi_{-1})/\sqrt2\) have energies \(\tfrac12\pm U\), that is 0.75 and 0.25 Ha.

The even block, \(n=-2,0,2\), has diagonal \(2,0,2\); \(n=2\) and \(n=-2\) are uncoupled because \(V^S_4=V_2=0\). The combination \((\phi_2-\phi_{-2})/\sqrt2\) couples to \(\phi_0\) with \((U-U)/\sqrt2=0\) and has energy 2. The combination \((\phi_2+\phi_{-2})/\sqrt2\) couples with \(2U/\sqrt2=\sqrt2U\), giving \(E(E-2)-2U^2=0\), so \(E=1\pm\sqrt{1+2U^2}=1\pm1.060660\). Hence
\[
\det(E-H^S)=(E-2)(E^2-2E-2U^2)\left[(E-\tfrac12)^2-U^2\right],
\]
with roots \(-0.060660\), 2 and 2.060660 Ha from \(k=0\), and 0.25 and 0.75 Ha from \(k=\pi/a\). The gap at \(\pi/a\) is \(2U=0.5\) Ha \(=13.61\) eV. For \(U\to0\) the roots become the free values \(n^2/2\).

At \(E_c=5\) Ha only \(n=\pm3\) enter, since \(n=\pm4\) needs 8 Ha. The even levels stay put and the odd ones drop to 0.235345 and 0.733407 Ha. The sets \(\{\pm1\}\subset\{-1,1,3\}\subset\{\pm1,\pm3\}\) are nested, so by the variational principle the attempt's 0.242552 Ha must lie between 0.25 and 0.235345 Ha.

Multiplying the Schrödinger equation by \(-2\) gives \(\psi''+(2E-4U\cos2x)\psi=0\), the Mathieu equation with characteristic value \(2E\) and parameter \(2U=0.5\). Its values, matched at \(E_c=60\) Ha, are \(-0.060883\), 1.989595, 2.050450 Ha and 0.235327, 0.733383 Ha, with a gap of 0.498056 Ha \(=13.55\) eV. At 3 Ha the lowest \(\pi/a\) level lies \(0.250000-0.235327=0.014673\) Ha above the converged one, and both cells make the same error. The two-point band energy at 60 Ha is \((-0.060883+0.235327)/2=0.087222\) Ha, against 0.065273 Ha for 64 evenly spaced \(k\) points.

## Solution of (c)

**Period \(2a\).** The term \(\delta V=W(e^{i\pi x/a}+e^{-i\pi x/a})\) has elements \(W\) at \(d=\pm1\) only, so it lies wholly between the blocks and the factorization fails. Conjugation by \(T\) multiplies an element by \((-1)^d\), so \(TH^S(W)T^{-1}=H^S(-W)\) and the spectrum is even in \(W\). A nondegenerate level of the even block then has no odd-order shift:
\[
\Delta E_e=\sum_{o}\frac{|\langle o|\delta V|e\rangle|^2}{E_e-E_o}+O(W^4),
\]
with \(o\) in the odd block. This needs the elements to be small against \(|E_e-E_o|\). It also needs the indirect coupling \(K_{e'e}=\sum_o\langle e'|\delta V|o\rangle\langle o|\delta V|e\rangle/(E_e-E_o)\) to every other even level to be small against \(|E_e-E_{e'}|\), because the \(W^4\) term contains \(|K_{e'e}|^2/(E_e-E_{e'})\); a close pair of even levels with \(K_{e'e}\ne0\) must be treated together. In the model the lowest level lies more than 2 Ha below the other even levels, and the pair at 2 and 2.060660 Ha has opposite parity under \(x\to-x\), so \(K\) vanishes between them. For the lowest level at \(E_c=3\) Ha, the state at 0.25 Ha is odd under \(x\to-x\) while the ground state and \(\delta V\) are even, so only the state at 0.75 Ha contributes. With \(W=0.05\) Ha its element is 0.061237 Ha, and \(\Delta E=0.061237^2/(-0.060660-0.75)=-0.004626\) Ha. Diagonalization gives \(-0.004610\) Ha, a difference below half a per cent of the second-order value.

**Grid.** With \(x_j=2aj/N_S\), insert \(V=\sum_{d'}V^S_{d'}e^{id'\pi x/a}\) into the discrete transform:
\[
\tilde V^S_d=\frac1{N_S}\sum_{j=0}^{N_S-1}V(x_j)e^{-id\pi x_j/a}=\sum_{d'}V^S_{d'}\frac1{N_S}\sum_je^{2\pi i(d'-d)j/N_S}=\sum_pV^S_{d+pN_S},
\]
because the geometric sum over \(j\) is \(N_S\) when \(d'-d\) is a multiple of \(N_S\) and zero otherwise. The same steps on \(N\) points of the primitive cell give \(\tilde V_m=\sum_pV_{m+pN}\). If \(N_S=2N\), then \(d+pN_S\) has the parity of \(d\): odd elements vanish, and \(d=2m\) gives \(\sum_pV^S_{2(m+pN)}=\tilde V_m\). The equality survives aliasing. If \(N_S\) is odd, an odd \(d\) with odd \(p\) reaches an even harmonic, which may be nonzero.

In the model, \(N_S=6\) sends \(d=4\) to \(4-6=-2\), so \(n=2\) and \(n=-2\) acquire a coupling \(U\). The antisymmetric level moves to \(2-U=1.75\) Ha and the symmetric pair solves \(E(E-2-U)=2U^2\), giving \(-0.054248\) and 2.304248 Ha. These differ from the values in (b) but equal those of the primitive cell with \(N=3\). With \(N_S=5\), \(d=3\) goes to \(-2\), an off-block element of 0.25 Ha appears, and the levels become \(-0.062939\), 0.214986, 0.707461, 2.035014 and 2.105478 Ha. For \(N_S\ge7\), \(|d|\le4\) gives \(|d+pN_S|\ge3\) for \(p\neq0\), which misses the harmonics \(\pm2\), so nothing is aliased and the parity of \(N_S\) is irrelevant.

The numerical check below builds the supercell matrices from real-space integrals and the primitive ones from analytic coefficients. For two Gaussian wells without an inversion centre, the spectra agree over 40 cutoffs from 0.5 to 39.5 Ha to \(6\times10^{-13}\) Ha at worst; the translation signs, the density, the nonlocal term and an oblique two-dimensional lattice are tested as well.

## Computed results

```
cosine model: a = 3.141593 bohr, pi/a = 1.0000 1/bohr, U = 0.25 Ha
ecut = 3.0 Ha: sizes 5 = 3 + 2, deviation 4e-14 Ha
  supercell lowest (Ha): -0.060660 0.250000 0.750000 2.000000 2.060660
  k=0 lowest (Ha): -0.060660 2.000000 2.060660
  k=pi/a lowest (Ha): 0.250000 0.750000
  gap at pi/a: 0.500000 Ha = 13.6057 eV
ecut = 5.0 Ha: sizes 7 = 3 + 4, deviation 8e-14 Ha
  supercell lowest (Ha): -0.060660 0.235345 0.733407 2.000000 2.060660
  k=0 lowest (Ha): -0.060660 2.000000 2.060660
  k=pi/a lowest (Ha): 0.235345 0.733407
  gap at pi/a: 0.498062 Ha = 13.5530 eV
ecut = 60.0 Ha: sizes 21 = 11 + 10, deviation 1e-12 Ha
  supercell lowest (Ha): -0.060883 0.235327 0.733383 1.989595 2.050450
  k=0 lowest (Ha): -0.060883 1.989595 2.050450
  k=pi/a lowest (Ha): 0.235327 0.733383
  gap at pi/a: 0.498056 Ha = 13.5528 eV
Mathieu q = 0.5: a0,b2,a2 /2 (Ha): -0.060883 1.989595 2.050450
Mathieu b1,a1 /2 (Ha): 0.235327 0.733383
band-1 mean, ecut 60: two points 0.087222 Ha, 64 points 0.065273 Ha
sqrt(1+2U^2) = 1.060660 (Ha)
|G| cutoff at pi/a, ecut 3: q (1/bohr): -1.000000 1.000000 3.000000
  eigenvalues (Ha): 0.242552 0.741823 4.515625
W = 0.05 Ha: off-block 0.0500 Ha, spectrum (Ha):
   -0.065270 0.248573 0.751751 2.001427 2.063519
  |<j|dV|0>| (Ha): 0.000000 0.000000 0.061237 0.000000 0.000000
  lowest shift -0.004610 Ha, second order -0.004626 Ha
grid 6 (primitive 3), aliased but equal (Ha): -0.054248 0.250000 0.750000 1.750000 2.304248
grid 5: off-block 0.2500 Ha, spectrum (Ha): -0.062939 0.214986 0.707461 2.035014 2.105478
Gaussian model: a = 5.0 bohr, wells (Ha, bohr, bohr) = [(2.0, 1.0, 0.5), (1.0, 3.0, 0.8)]
  V_0 = -0.902386 Ha, V_1 = 0.068585+0.249158j Ha
  40 cutoffs 0.5..39.5 Ha: deviation 6e-13 Ha, off-block 7e-13 Ha
  ecut = 10.0 Ha, sizes 15 = 7 + 8
  lowest (Ha): -1.121952 -1.086098 -0.514324 -0.284862 0.161465 0.903723
  translation signs: [1, -1, -1, 1, 1, -1]
  nonlocal D = 0.8 Ha/bohr, c = 1.0, s = 0.6 bohr: deviation 2e-13 Ha
2D lattice a1 = [4. 0.], a2 = [1.5 3.5] bohr, ecut = 4.0 Ha
  sizes 17 = 7 + 10, deviation 2e-15 Ha
```
